# Why imposed phases can break current conservation in Bogoliubov-de Gennes rings: verification in Python

```python
# Result under test: for a lattice Bogoliubov-de Gennes (BdG) Hamiltonian
#   H = -t sum (c+_{j+1,s} c_{j,s} + h.c.) + sum (V_j - mu) n_{j,s}
#       + sum (Delta_j c+_{j,up} c+_{j,dn} + h.c.)
# the local particle number obeys
#   d<n_j>/dt + J_j - J_{j-1} = S_j = -(4/hbar) Im(conj(Delta_j) F_j),
# with F_j = <c_{j,dn} c_{j,up}> and J_j the particle current from j to j+1.
# The source vanishes for Delta_j = -U F_j (attraction -U n_up n_dn), but
# phase alignment alone is enough. Omega is the BdG grand potential.
# Units: energies in t, hbar = 1, currents and sources in t/hbar.
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.special import expit

HOP, U, MU, TEMP = 1.0, 3.0, -0.5, 0.05


def solve_bdg(delta, potential, twist=None):
    """Thermal BdG state: F, bond currents (zero twist only), Omega."""
    n = len(delta)
    twist = np.zeros(n) if twist is None else twist
    h = np.diag(potential - MU).astype(complex)
    for j in range(n):
        k = (j + 1) % n
        h[k, j] -= HOP * np.exp(1j * twist[j])
        h[j, k] -= HOP * np.exp(-1j * twist[j])
    matrix = np.block([[h, np.diag(delta)],
                       [np.diag(np.conj(delta)), -h.conj()]])
    energy, vec = np.linalg.eigh(matrix)
    # corr[a, b] = <Psi+_a Psi_b>, Psi = (c_up, c+_dn)
    corr = (vec.conj() * expit(-energy / TEMP)) @ vec.T
    site = np.arange(n)
    nxt = (site + 1) % n
    pair = corr[n + site, site]
    current = 2 * HOP * np.imag(corr[site, nxt] - corr[n + nxt, n + site])
    omega = (np.trace(h).real
             - TEMP * np.sum(np.logaddexp(0, -energy / TEMP)))
    return pair, current, omega


def source(delta, pair):
    return -4 * np.imag(np.conj(delta) * pair)


def divergence(current):
    return current - np.roll(current, 1)


# ---------- Many-body check in the full Fock space of three sites ----------
rng = np.random.default_rng(7)
M = 3
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])


def annihilator(mode):
    op = np.eye(1)
    for m in range(2 * M):
        factor = parity if m < mode else lower if m == mode else np.eye(2)
        op = np.kron(op, factor)
    return op


up = [annihilator(j) for j in range(M)]
dn = [annihilator(M + j) for j in range(M)]
number = [up[j].T @ up[j] + dn[j].T @ dn[j] for j in range(M)]
pair_ops = [dn[j] @ up[j] for j in range(M)]
hop_ops = [up[j].T @ up[(j + 1) % M] + dn[j].T @ dn[(j + 1) % M]
           for j in range(M)]
small_v = rng.normal(size=M)
h_normal = sum((small_v[j] - MU) * number[j]
               - HOP * (hop_ops[j] + hop_ops[j].T) for j in range(M))


def fock_bdg(delta):
    ham = h_normal.astype(complex)
    for j in range(M):
        term = delta[j] * pair_ops[j].T
        ham = ham + term + term.conj().T
    return ham


def mean(op, state):
    return np.vdot(state, op @ state)


psi = rng.normal(size=4**M) + 1j * rng.normal(size=4**M)
psi /= np.linalg.norm(psi)
psi_pair = np.array([mean(op, psi) for op in pair_ops])
psi_current = 2 * HOP * np.array([mean(op, psi).imag for op in hop_ops])


def number_imbalance(ham, dt=1e-5):
    """d<n_j>/dt from actual time evolution, plus current divergence."""
    later, earlier = expm(-1j * ham * dt) @ psi, expm(1j * ham * dt) @ psi
    rate = np.array([(mean(op, later) - mean(op, earlier)).real / (2 * dt)
                     for op in number])
    return rate + divergence(psi_current)


small_delta = rng.normal(size=M) + 1j * rng.normal(size=M)
imb_imposed = number_imbalance(fock_bdg(small_delta))
err_source = np.max(np.abs(imb_imposed - source(small_delta, psi_pair)))
assert err_source < 1e-6 and np.max(np.abs(imb_imposed)) > 1e-2
imb_self = np.max(np.abs(number_imbalance(fock_bdg(-U * psi_pair))))
assert imb_self < 1e-6
h_full = h_normal - U * sum(up[j].T @ up[j] @ dn[j].T @ dn[j]
                            for j in range(M))
imb_full = np.max(np.abs(number_imbalance(h_full)))
assert imb_full < 1e-6

level, states = np.linalg.eigh(fock_bdg(small_delta))
weight = np.exp(-(level - level[0]) / TEMP)
weight /= weight.sum()
rho = (states * weight) @ states.conj().T
thermal_pair = np.array([np.trace(rho @ op) for op in pair_ops])
thermal_current = 2 * HOP * np.array(
    [np.trace(rho @ op).imag for op in hop_ops])
bdg_pair, bdg_current, _ = solve_bdg(small_delta, small_v)
err_thermal = max(np.max(np.abs(thermal_pair - bdg_pair)),
                  np.max(np.abs(thermal_current - bdg_current)))
assert err_thermal < 1e-9

# ---------- Ring with three imposed phase plateaus ----------
N, AMP, V_IMP, IMP_SITE = 24, 0.6, 0.8, 4
potential = np.zeros(N)
potential[IMP_SITE] = V_IMP
phase = 2 * np.pi / 3 * (np.arange(N) // 8)
imposed = AMP * np.exp(1j * phase)
pair0, current0, _ = solve_bdg(imposed, potential)
source0 = source(imposed, pair0)
mismatch = np.degrees(np.angle(-pair0 * np.conj(imposed)))
err_balance = np.max(np.abs(divergence(current0) - source0))
assert err_balance < 1e-11
assert abs(source0.sum()) < 1e-11 and np.max(np.abs(source0)) > 1e-2
step_current, middle_current = current0[15], current0[11]
assert 0 < middle_current < 0.7 * step_current

# Phase torque and bond current from finite differences of Omega
eps = 1e-4
torque, flux_current = np.zeros(N), np.zeros(N)
for j in range(N):
    shift = np.zeros(N)
    shift[j] = eps
    torque[j] = (solve_bdg(imposed * np.exp(1j * shift), potential)[2]
                 - solve_bdg(imposed * np.exp(-1j * shift), potential)[2]
                 ) / (2 * eps)
    flux_current[j] = -(solve_bdg(imposed, potential, shift)[2]
                        - solve_bdg(imposed, potential, -shift)[2]
                        ) / (2 * eps)
err_torque = np.max(np.abs(source0 + 2 * torque))
err_flux = np.max(np.abs(current0 - flux_current))
assert err_torque < 1e-6 and err_flux < 1e-6


def relax(delta, keep_amplitude):
    """Iterate the gap equation, or only its phase part."""
    spreads = []
    for _ in range(4000):
        pair, current, _ = solve_bdg(delta, potential)
        spreads.append(np.ptp(current))
        new = -U * pair
        if keep_amplitude:
            new = np.abs(delta) * new / np.abs(new)
        if np.max(np.abs(new - delta)) < 1e-11:
            return delta, pair, current, spreads
        delta = new
    raise RuntimeError("gap iteration did not converge")


def winding(delta):
    return np.sum(np.angle(np.roll(delta, -1) / delta)) / (2 * np.pi)


def gap_error(delta, pair):
    return np.max(np.abs(-U * pair / delta - 1))


full, pair1, current1, spreads = relax(imposed, False)
only_phase, pair2, current2, _ = relax(imposed, True)
assert abs(winding(full) - 1) < 1e-8 and abs(winding(only_phase) - 1) < 1e-8
assert np.ptp(current1) < 1e-8 and current1.mean() > 1e-2
assert np.ptp(current2) < 1e-8 and gap_error(only_phase, pair2) > 0.1
assert abs(current1.mean() - current2.mean()) > 1e-3

# Clean helical ring: conserved by symmetry without solving the gap equation
helix = AMP * np.exp(2j * np.pi * np.arange(N) / N)
pair3, current3, _ = solve_bdg(helix, np.zeros(N))
assert np.ptp(current3) < 1e-11 and gap_error(helix, pair3) > 0.1

# ---------- Output ----------
print(f"Ring: {N} sites; U = {U} t, mu = {MU} t, kT = {TEMP} t")
print(f"Impurity: {V_IMP} t on site {IMP_SITE}; imposed |Delta| = {AMP} t")
print("Three-site Fock space, random state (t/hbar):")
print(f"  largest source, imposed Delta: {np.max(np.abs(imb_imposed)):.4f}")
print(f"  error of source formula: {err_source:.1e}")
print(f"  imbalance with Delta = -U F: {imb_self:.1e}")
print(f"  imbalance with full interaction: {imb_full:.1e}")
print(f"  thermal BdG vs Fock, max error (F; J in t/hbar): {err_thermal:.1e}")
print("phi, chi-phi, phi_sc in deg; S, J, J_sc in t/hbar; D_sc=|Delta| in t")
print("site   phi chi-phi       S       J    D_sc  phi_sc    J_sc")
phase_sc = np.degrees(np.unwrap(np.angle(full)))
phase_sc = phase_sc - phase_sc[0]
for j in range(N):
    print(f"{j:4d} {np.degrees(phase[j]):5.0f} {mismatch[j]:7.2f} "
          f"{source0[j]:7.4f} {current0[j]:7.4f} {abs(full[j]):7.4f} "
          f"{phase_sc[j]:7.2f} {current1[j]:7.4f}")
print(f"Imposed: J at step 15-16 = {step_current:.4f} t/hbar")
print(f"Imposed: J at mid-plateau 11-12 = {middle_current:.4f} t/hbar")
print(f"Imposed: sum of all sources = {source0.sum():.1e} t/hbar")
print(f"Imposed: error of J_j - J_(j-1) = S_j: {err_balance:.1e} t/hbar")
print(f"Error of S = -2 dOmega/dphi: {err_torque:.1e} t/hbar")
print(f"Error of J = -dOmega/da: {err_flux:.1e} t/hbar")
for k in (0, 5, 20, 100, 300):
    if k < len(spreads):
        print(f"Current spread after {k} updates: {spreads[k]:.3e} t/hbar")
print(f"Updates to convergence: {len(spreads) - 1}")
print(f"Self-consistent: J = {current1.mean():.5f} t/hbar, "
      f"spread {np.ptp(current1):.1e}")
print(f"Phase-only: J = {current2.mean():.5f} t/hbar, "
      f"spread {np.ptp(current2):.1e}")
print(f"Phase-only: largest relative gap error = "
      f"{gap_error(only_phase, pair2):.3f}")
print(f"Clean helix: J = {current3.mean():.5f} t/hbar, "
      f"spread {np.ptp(current3):.1e}")
print(f"Clean helix: relative gap error = {gap_error(helix, pair3):.3f}")
hop_ev = 0.1
micro_amp = constants.e * hop_ev * constants.e / constants.hbar * 1e6
print(f"For t = {hop_ev} eV: self-consistent e*J = "
      f"{current1.mean() * micro_amp:.3f} microampere")
print("PASS")
```

It prints:

```
Ring: 24 sites; U = 3.0 t, mu = -0.5 t, kT = 0.05 t
Impurity: 0.8 t on site 4; imposed |Delta| = 0.6 t
Three-site Fock space, random state (t/hbar):
  largest source, imposed Delta: 0.5422
  error of source formula: 2.0e-10
  imbalance with Delta = -U F: 9.0e-11
  imbalance with full interaction: 7.9e-11
  thermal BdG vs Fock, max error (F; J in t/hbar): 1.1e-15
phi, chi-phi, phi_sc in deg; S, J, J_sc in t/hbar; D_sc=|Delta| in t
site   phi chi-phi       S       J    D_sc  phi_sc    J_sc
   0     0  -17.89 -0.1782  0.1671  0.9349    0.00  0.1286
   1     0   -9.31 -0.0872  0.0799  0.9434   14.41  0.1286
   2     0   -2.98 -0.0291  0.0508  0.9147   29.79  0.1286
   3     0   -1.51 -0.0164  0.0344  0.9884   42.71  0.1286
   4     0    0.87  0.0077  0.0421  0.7698   62.81  0.1286
   5     0    4.57  0.0502  0.0923  0.9884   82.92  0.1286
   6     0    7.72  0.0696  0.1619  0.9147   95.83  0.1286
   7     0   19.95  0.2029  0.3648  0.9434  111.22  0.1286
   8   120  -19.31 -0.1919  0.1729  0.9349  125.62  0.1286
   9   120   -9.04 -0.0837  0.0892  0.9374  140.34  0.1286
  10   120   -3.66 -0.0373  0.0519  0.9369  154.96  0.1286
  11   120   -1.00 -0.0101  0.0418  0.9370  169.61  0.1286
  12   120    0.87  0.0088  0.0506  0.9370  184.25  0.1286
  13   120    3.44  0.0350  0.0856  0.9370  198.89  0.1286
  14   120    8.69  0.0805  0.1662  0.9370  213.53  0.1286
  15   120   18.43  0.1848  0.3510  0.9370  228.17  0.1286
  16   240  -18.46 -0.1850  0.1659  0.9370  242.81  0.1286
  17   240   -8.70 -0.0805  0.0854  0.9370  257.45  0.1286
  18   240   -3.50 -0.0356  0.0498  0.9370  272.09  0.1286
  19   240   -0.92 -0.0093  0.0405  0.9370  286.74  0.1286
  20   240    0.85  0.0087  0.0492  0.9370  301.38  0.1286
  21   240    3.43  0.0348  0.0840  0.9370  316.02  0.1286
  22   240    8.51  0.0789  0.1629  0.9369  330.66  0.1286
  23   240   18.17  0.1824  0.3453  0.9374  345.29  0.1286
Imposed: J at step 15-16 = 0.3510 t/hbar
Imposed: J at mid-plateau 11-12 = 0.0418 t/hbar
Imposed: sum of all sources = 2.2e-16 t/hbar
Imposed: error of J_j - J_(j-1) = S_j: 8.4e-16 t/hbar
Error of S = -2 dOmega/dphi: 1.9e-10 t/hbar
Error of J = -dOmega/da: 2.4e-09 t/hbar
Current spread after 0 updates: 3.304e-01 t/hbar
Current spread after 5 updates: 1.338e-01 t/hbar
Current spread after 20 updates: 1.492e-02 t/hbar
Current spread after 100 updates: 9.967e-04 t/hbar
Current spread after 300 updates: 5.240e-06 t/hbar
Updates to convergence: 716
Self-consistent: J = 0.12860 t/hbar, spread 9.5e-11
Phase-only: J = 0.14003 t/hbar, spread 7.5e-11
Phase-only: largest relative gap error = 0.331
Clean helix: J = 0.14481 t/hbar, spread 1.0e-15
Clean helix: relative gap error = 0.232
For t = 0.1 eV: self-consistent e*J = 3.130 microampere
PASS
```
